# Distributed versus lumped amplification: accumulated spontaneous noise in a transparent link

A light signal sent through a long optical fibre loses a fixed fraction of its power per kilometre, and amplification must restore it. An amplifier that restores the power also emits spontaneously into the signal mode. One way to make up the loss is to let the signal decay over a span and then lift it back with a short amplifier. Another is to pump the fibre itself, so that every short piece supplies the gain that cancels its own loss. Both links deliver the launched power, and both make up the same total loss. They nevertheless deliver different amounts of spontaneous noise.

## The link and the quantity compared

Let the power attenuation coefficient be $\alpha$ and let the link have $M$ equal spans of length $L$, so that its total length is $Z=ML$. One span divides the power by

$$G=e^{\alpha L},\qquad \ln G=\alpha L. \tag{1}$$

The lumped link has an amplifier of gain $G$ at the end of each span. The ideal distributed link has the gain coefficient $g=\alpha$ at every point. Both are transparent: the output signal power equals the launch power $P_0$.

The noise $N$ is the mean number of spontaneously added photons per mode at the output, where a mode has one polarization and one time slot. The claim is

$$\frac{N_{\rm lump}}{N_{\rm dist}}=\frac{G-1}{\ln G}. \tag{2}$$

It holds for equal launch power, with each lumped amplifier after its span. The largest power in the fibre is then $P_0$ in both links. This condition matters, as the second derivation shows. The gain is taken as linear and phase-insensitive, reflections are neglected, and the spontaneous-emission factor defined below is the same constant in both links.

## First derivation: counting photons span by span

Let $p_n(z)$ be the probability of finding $n$ photons in the mode at position $z$. Per unit length, the medium emits a photon with probability $a(n+1)$, where $an$ is stimulated and $a$ is spontaneous. It absorbs one with probability $bn$, and the passive loss removes one with probability $\alpha n$. The loss reservoir is cold and returns no photons. Hence

$$\frac{dp_n}{dz}=a\,[n\,p_{n-1}-(n+1)p_n]+(b+\alpha)\,[(n+1)p_{n+1}-n\,p_n]. \tag{3}$$

Multiply by $n$ and sum. Each emission raises $n$ by one, so the first bracket contributes $a\sum_n(n+1)p_n=a(\bar n+1)$. Each removal lowers $n$ by one, so the second contributes $-(b+\alpha)\bar n$. Therefore

$$\frac{d\bar n}{dz}=(a-b-\alpha)\,\bar n+a. \tag{4}$$

The gain coefficient of the medium is $g=a-b$. Define $n_{\rm sp}=a/(a-b)$, so that $a=n_{\rm sp}g$. Since $b\ge0$, a medium with gain has $n_{\rm sp}\ge1$, with equality when it does not absorb. Equation (4) becomes

$$\frac{d\bar n}{dz}=(g-\alpha)\,\bar n+n_{\rm sp}\,g. \tag{5}$$

The equation is linear. Write $\bar n=s+N$, where the signal $s$ obeys $s'=(g-\alpha)s$ and starts at the launched photon number. The noise $N$ obeys (5) and starts at zero.

**Lumped link.** Inside a short amplifier the passive loss is negligible, and (5) reads $\bar n'=g(\bar n+n_{\rm sp})$. Because $n_{\rm sp}$ is constant, the sum $\bar n+n_{\rm sp}$ grows exponentially, and over the whole amplifier it is multiplied by $G$:

$$\bar n_{\rm out}+n_{\rm sp}=G(\bar n_{\rm in}+n_{\rm sp})
\;\Rightarrow\;
\bar n_{\rm out}=G\bar n_{\rm in}+n_{\rm sp}(G-1). \tag{6}$$

Let $N_k$ be the noise after the $k$th amplifier. The next span reduces it to $N_k/G$, and the next amplifier acts on that value:

$$N_{k+1}=G\,\frac{N_k}{G}+n_{\rm sp}(G-1)=N_k+n_{\rm sp}(G-1). \tag{7}$$

Earlier noise is restored together with the signal, and each amplifier adds the same amount. With $N_0=0$,

$$N_{\rm lump}=M\,n_{\rm sp}\,(G-1). \tag{8}$$

**Distributed link.** With $g=\alpha$ the first term of (5) vanishes, leaving $N'=n_{\rm sp}\alpha$. Integration over the length $ML$ gives

$$N_{\rm dist}=n_{\rm sp}\,\alpha ML=M\,n_{\rm sp}\ln G. \tag{9}$$

Dividing (8) by (9) gives (2).

A direct numerical solution of (3) through both complete links tests this result. For three spans with $G=4$, $n_{\rm sp}=1.5$ and no input photons, the mean output is 13.5000 photons per mode in the lumped link and 6.2383 in the distributed one. The ratio is 2.1640, in agreement with $3/\ln4$.

The two links are ends of one family. Divide each span into $m$ equal sections, each followed by an amplifier of gain $G^{1/m}$. Equation (8), with $Mm$ amplifiers, gives

$$N_m=M n_{\rm sp}\,m\left(G^{1/m}-1\right)
=M n_{\rm sp}\ln G\left[1+\frac{\ln G}{2m}+\dots\right], \tag{10}$$

where $G^{1/m}=e^{(\ln G)/m}$ has been expanded. The noise tends to (9) as $m$ grows. Setting $m=1$ in the expansion gives the small-loss limit of the advantage, $1+\tfrac12\ln G$. For large $G$ the advantage approaches $G/\ln G$, because the 1 in $G-1$ becomes negligible.

## Second derivation: following the noise from its birthplace

The same output noise can be found without dividing the link into spans. Let $P(z)$ be the signal power, which obeys

$$P'=(g-\alpha)P. \tag{11}$$

The piece $dz$ at $z$ emits $n_{\rm sp}g(z)\,dz$ spontaneous photons into the mode. From there on, they are amplified and attenuated by the same factor as the signal, $P(Z)/P(z)$. Adding all pieces gives

$$N=n_{\rm sp}\int_0^Z g(z)\,\frac{P(Z)}{P(z)}\,dz. \tag{12}$$

Equation (11) gives $g=\alpha+P'/P$. Substitution splits the integral into two parts:

$$N=n_{\rm sp}P(Z)\left[\alpha\int_0^Z\frac{dz}{P}+\int_0^Z\frac{P'}{P^2}\,dz\right]. \tag{13}$$

Since $P'/P^2=-(1/P)'$, the last integral is $1/P(0)-1/P(Z)$. It vanishes because the link is transparent, $P(0)=P(Z)=P_0$. What remains is

$$N=n_{\rm sp}\,\alpha\,P_0\int_0^Z\frac{dz}{P(z)}. \tag{14}$$

A lumped amplifier is included as the limit of a short region with large $g$. Its direct contribution to the integral in (14) vanishes with its length, since $1/P$ stays finite there. Its emission has not been lost: the substitution for $g$ has expressed it through the power profile of the fibre.

In the distributed link $P=P_0$, and (14) gives $n_{\rm sp}\alpha Z=Mn_{\rm sp}\ln G$. In the lumped link $P=P_0e^{-\alpha x}$ at distance $x$ into each span, so that

$$N_{\rm lump}=M n_{\rm sp}\,\alpha\int_0^L e^{\alpha x}dx
=M n_{\rm sp}\,(e^{\alpha L}-1)=M n_{\rm sp}(G-1). \tag{15}$$

The ratio is again (2). It is now the path average of $P_0/P$ in the lumped link. The lumped link is noisier because its signal is allowed to become weak: a stretch where the power has fallen to a tenth of $P_0$ counts ten times as much as a stretch at full power.

**What must be held fixed.** Suppose each amplifier stands before its span and the link input is still $P_0$. Then $P=GP_0e^{-\alpha x}$, and (14) gives $N=Mn_{\rm sp}(G-1)/G$. This is less than $Mn_{\rm sp}\ln G$, so the lumped link is now the quieter one. The price is a fibre power that reaches $GP_0$. If its input is lowered to $P_0/G$, to restore the same maximum, its noise-to-signal ratio rises by $G$ and returns to that of the original lumped link.

The comparison can therefore be made through $N/P_0=n_{\rm sp}\alpha\int dz/P$. If the power may nowhere exceed $P_{\max}$, then $1/P\ge1/P_{\max}$, and the integral is least when $P=P_{\max}$ throughout. Within this model and for given $\alpha$, $Z$ and $n_{\rm sp}$, uniform compensation is thus the best transparent profile at fixed maximum power.

A limit on the path-averaged power leads to a different number. Denote path averages by angle brackets. The Cauchy–Schwarz inequality for $\sqrt P$ and $1/\sqrt P$ gives

$$\langle P\rangle\,\langle 1/P\rangle\ge1, \tag{16}$$

with equality for constant $P$, so uniform compensation is again best. For the lumped link,

$$\frac{\langle P\rangle}{P_0}=\frac1L\int_0^Le^{-\alpha x}dx=\frac{1-1/G}{\ln G}. \tag{17}$$

Multiplication by $P_0\langle1/P\rangle=(G-1)/\ln G$ gives the advantage at equal average power:

$$\langle P\rangle\langle1/P\rangle=\frac{(G-1)^2}{G\ln^2G}
=\left[\frac{\sinh(\tfrac12\ln G)}{\tfrac12\ln G}\right]^2. \tag{18}$$

The last form follows from $(G-1)/\sqrt G=2\sinh(\tfrac12\ln G)$. For small loss it is $1+\tfrac1{12}\ln^2G$. The first-order advantage in (2) has disappeared: to that order it came from the higher average power of the distributed link.

## What each derivation assumes

Both derivations use linear gain, a cold loss reservoir and a constant $n_{\rm sp}$. The first starts from photon probabilities and justifies the source term $n_{\rm sp}g$. It then needs the layout of the link, identical spans with matched amplifiers, to make the recursion simple. The second takes the source term as given, and needs equal signal powers at the two ends but no particular layout. It therefore covers nonuniform pumping and shows which power constraint belongs to which advantage.

If $n_{\rm sp}$ differs between the links but is constant within each, (8) and (9) show that (2) is multiplied by $n_{\rm sp,lump}/n_{\rm sp,dist}$. If it varies along the fibre, it must stay inside the integral in (12), and (14) no longer follows.

## A 2000 km fibre link

Take 25 spans of 80 km with a loss of 0.2 dB/km at 1550 nm, a launch power of 1 mW per channel, and $n_{\rm sp}=1$ in both links. Then

$$\alpha=\frac{0.2\ln10}{10}\ {\rm km^{-1}}=0.04605\ {\rm km^{-1}},$$

$$\ln G=0.04605\times80=3.684,\qquad G=39.81.$$

The noise is $25\times38.81=970.3$ photons per mode in the lumped link and $25\times3.684=92.1$ in the distributed one. The advantage is $38.81/3.684=10.5$, or 10.2 dB. With 1000 small amplifiers per span the noise is 92.27, against the limit 92.10. The relative excess agrees with $\ln G/(2m)=0.0018$ from (10).

To convert to power, note that a bandwidth $B$ carries $B$ independent time slots per second in each polarization. Two polarizations give $P_{\rm noise}=2h\nu BN$. For $h\nu=0.800$ eV and $B=12.5$ GHz this is 3.11 µW in the lumped link and 0.295 µW in the distributed one. The signal-to-noise ratios for 1 mW are 25.1 dB and 35.3 dB.

The mean power in the lumped link is 0.265 of the launch power. At equal average power the advantage is therefore $0.2646\times10.535=2.79$, or 4.45 dB. This comparison matters for the Kerr effect, whose accumulated phase is proportional to $\int P\,dz$. With a rough coefficient of 1.3 W$^{-1}$km$^{-1}$, the phase at equal launch power is 0.69 rad in the lumped link and 2.6 rad in the distributed one. Where this phase limits the launch power, 2.79 is the more relevant number. In a dispersive link with many channels the limit is instead the nonlinear interference, whose power relative to the signal scales roughly as $\int P^2dz$. For the lumped link $\langle P^2\rangle/P_0^2=(1-G^{-2})/(2\ln G)=0.1356$, so holding this integral equal gives an advantage of about $10.535\sqrt{0.1356}=3.9$.

The advantage (2) depends strongly on the span loss. It is 1.12 for 1 dB, 3.91 for 10 dB, 21.5 for 20 dB and 145 for 30 dB.

## How real amplification changes the number

The fibre loss, span length and launch power lie in the usual range for telecom silica fibre. The value $n_{\rm sp}=1$ is an ideal limit; erbium-doped amplifiers lie above it, typically between about 1.3 and 2, and closer to 1 when the inversion is nearly complete. Distributed gain can be supplied by Raman scattering, but this gain is not uniform, because the pump is itself attenuated. For a pump loss of 0.25 dB/km, no pump depletion by the signal and full compensation of each span, (14) gives the following changes.

- Pumping from the far end alone raises the noise by a factor 3.32 over uniform gain. The signal first decays and is restored late, as in a lumped link. The advantage at equal launch power falls from 10.5 to $10.535/3.318=3.2$.
- Equal pumping from both ends raises the noise by only 4.4 %, but the signal power peaks at 1.51 times the launch power. At equal maximum power the penalty is $1.5088\times1.0438=1.57$, and the advantage is 6.7.

At equal average power the penalties are 1.30 and 1.09, which reduce the advantage of 2.79 to 2.1 and 2.6. These figures hold while the total signal power is small against the pump, which is about 0.54 W per span for a rough Raman efficiency of 0.4 W$^{-1}$km$^{-1}$; one channel of 1 mW changes them by less than 1 %. With 80 such channels the pump is depleted. The far-end factor then rises to about 3.7. For pumping from both ends the excess noise rises to about 27 %, the peak power to about 1.8 times the launch power, and the penalty at equal maximum power to about 2.3.

Thermal phonons also raise the Raman value of $n_{\rm sp}$. Emission at the lower optical frequency is proportional to $n_{\rm ph}+1$ and the reverse process to $n_{\rm ph}$, where $n_{\rm ph}$ is the phonon occupation. Their difference is 1, so $n_{\rm sp}=1+n_{\rm ph}$. For a shift of 13.2 THz at 300 K this is 1.14. Against a lumped amplifier with $n_{\rm sp}=1$, the uniform-gain advantage becomes $10.535/1.138=9.3$.

At the launch power of 1 mW used here, a larger correction than this thermal one comes from light scattered backwards twice. Its weight relative to the amplifier noise grows with launch power, because the scattered light scales with the signal and the amplifier noise does not. Let $r$ be the backscattering coefficient into the guided mode. Light scattered back at $z_1$ and forward again at $z_2<z_1$ travels an extra distance $2(z_1-z_2)$. With uniform gain acting equally in both directions, this detour costs no power, and one span yields a delayed copy of relative power

$$r^2\int_0^L dz_1\int_0^{z_1}dz_2=\tfrac12r^2L^2. \tag{19}$$

In a passive span the detour multiplies the integrand by $e^{-2\alpha(z_1-z_2)}$. With $u=z_1-z_2$, the relative power is

$$r^2\int_0^L(L-u)e^{-2\alpha u}du
=r^2\left[\frac{L}{2\alpha}-\frac{1-e^{-2\alpha L}}{4\alpha^2}\right]. \tag{20}$$

For a rough $r=6\times10^{-5}$ km$^{-1}$ and isolators at all span ends, 25 spans give $2.88\times10^{-4}$ of the signal power in the distributed link and $0.68\times10^{-4}$ in the lumped one. The first is almost as large as the distributed amplifier noise, $2.95\times10^{-4}$ of the signal. If the copies are counted as noise by their full power, within the same reference bandwidth, the advantage at equal launch power drops to 5.4, or 7.4 dB. Without isolators in the distributed link, $L$ in (19) is replaced by $Z$, and the scattered fraction is $7.2\times10^{-3}$. This exceeds the amplifier noise of the lumped link, $3.1\times10^{-3}$ of its signal, and the advantage is lost.

Two other neglected effects are small here. The loss reservoir holds about $4\times10^{-14}$ thermal photons per mode at 300 K, far below the one photon that sets the scale of spontaneous emission. The lumped noise summed over a 4 THz amplifier band is 1.2 % of the total power of 80 channels, so its share of the power that saturates the amplifiers is small. With fewer channels at the same power per channel, the ratio of this noise to the total signal power would grow in inverse proportion to their number. The corrections above were sized one at a time and are not a prediction for a complete system.

## Values computed for the example and the checks

```
master-equation test: G = 4, n_sp = 1.5, spans = 3
  lumped noise = 13.5000 photons/mode
  distributed noise = 6.2383 photons/mode
  ratio = 2.1640
fibre loss = 0.2 dB/km; alpha = 0.04605 1/km
span = 80 km; spans = 25; total = 2000 km
wavelength = 1550 nm; n_sp = 1
launch = 1 mW; bandwidth = 12.5 GHz
amplifier gain G = 39.811 = 16.00 dB
ln G = 3.6841
lumped noise = 970.27 photons/mode
distributed noise = 92.10 photons/mode
amplifier-before-span noise = 24.37 photons/mode
1000 amplifiers/span noise = 92.27 photons/mode
noise advantage = 10.535 = 10.23 dB
photon energy = 0.7999 eV
lumped noise power = 3.1087 uW
distributed noise power = 0.2951 uW
lumped signal/noise = 25.07 dB
distributed signal/noise = 35.30 dB
lumped mean power / launch = 0.2646
equal-average-power advantage = 2.788 = 4.45 dB
G = 1 dB: advantage = 1.124
G = 10 dB: advantage = 3.909
G = 20 dB: advantage = 21.498
G = 30 dB: advantage = 144.620
pump loss = 0.25 dB/km
two-end pump: noise / uniform = 1.0438
  peak power / launch = 1.5088
  equal-peak noise penalty = 1.5749
  equal-average noise penalty = 1.0895
far-end pump: noise / uniform = 3.3178
  peak power / launch = 1.0000
  equal-peak noise penalty = 3.3178
  equal-average noise penalty = 1.2989
Raman shift = 13.2 THz; T = 300 K
thermal Raman n_sp = 1.1377
thermal photons in loss bath = 3.65e-14 per mode
backscatter coefficient = 6.0e-05 1/km
double scatter/signal, lumped = 6.757e-05
double scatter/signal, distributed = 2.880e-04
amplifier noise/signal, distributed = 2.951e-04
double scatter/signal, no isolators = 7.200e-03
advantage with double scatter = 5.447 = 7.36 dB
Kerr coefficient = 1.3 1/(W km)
Kerr phase, lumped = 0.688 rad
Kerr phase, distributed = 2.600 rad
amplifier band = 4 THz; channels = 80
lumped band noise / total signal = 1.24 %
```
